**Si-H and Si-D stretch in the diatomic model**

The program tests the scaling \(\nu_D/\nu_H=\sqrt{\mu_H/\mu_D}\), where \(\nu\) is the stretch wavenumber, \(\mu=Mm/(M+m)\) the reduced mass, \(M\) the silicon mass and \(m\) the mass of the hydrogen isotope. It asserts that this formula agrees with the normal modes from the mass-weighted Hessian of the two atoms, and that silicon's share of the kinetic energy is \(m/(M+m)\). It also asserts the limit \(1/\sqrt2\) for very heavy silicon, the separation of the two-particle kinetic energy, and the equality of the vibrational quantum on a grid with the classical frequency. For \(M=28\) u and a Si-H stretch of 2100 cm\(^{-1}\), the output gives 1510.3 cm\(^{-1}\) for Si-D, against 1484.9 cm\(^{-1}\) for immobile silicon. Accurate hydrogen and deuterium masses change the result to 1511.0 cm\(^{-1}\). A Morse well with a model depth of 0.13 hartree, adjusted to the same Si-H transition, gives 1527.2 cm\(^{-1}\); the grid results for this well are asserted to agree with the closed formula for its first transition.

## Numerical check

```python
# Result under test: in a diatomic Si-H model with an isotope-independent
# force constant k, the stretch wavenumber scales as 1/sqrt(mu), where
# mu = M*m/(M + m), M = silicon mass, m = hydrogen-isotope mass.
# For M = 28 u, a 2100 cm^-1 Si-H stretch becomes about 1510 cm^-1 for Si-D.
# Internal units are Hartree atomic units; wavenumbers are in cm^-1.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

HARTREE_TO_CM = const.value("hartree-inverse meter relationship") / 100
U_TO_ME = const.atomic_mass / const.m_e

M_SI, M_H, M_D = 28.0, 1.0, 2.0      # masses in u
NU_H = 2100.0                        # given Si-H stretch, cm^-1
WELL_DEPTH = 0.13                    # Morse model depth, hartree


def reduced_mass(m_a, m_b):
    return m_a * m_b / (m_a + m_b)


def stretch_mode(k, m_si, m_h):
    """Wavenumber and silicon kinetic-energy share from the Hessian."""
    masses = np.array([m_si, m_h]) * U_TO_ME
    hessian = k * np.array([[1.0, -1.0], [-1.0, 1.0]])
    weighted = hessian / np.sqrt(np.outer(masses, masses))
    values, vectors = np.linalg.eigh(weighted)
    return np.sqrt(values[1]) * HARTREE_TO_CM, vectors[0, 1] ** 2


def force_constant(m_si, m_h):
    """Force constant that puts the hydrogen stretch at NU_H."""
    return (NU_H / stretch_mode(1.0, m_si, m_h)[0]) ** 2


# Grid solution of the one-dimensional Schroedinger equation (sinc basis)
grid = np.linspace(-1.6, 2.6, 140)   # bond extension, bohr
step = grid[1] - grid[0]
offset = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(offset == 0, 1, offset)
sign = np.where(offset % 2 == 0, 1.0, -1.0)
kinetic_unit_mass = np.where(offset == 0, np.pi**2 / 6,
                             sign / safe**2) / step**2


def fundamental(potential, mu_u):
    """Transition wavenumber from level 0 to level 1."""
    h = kinetic_unit_mass / (mu_u * U_TO_ME) + np.diag(potential)
    levels = np.linalg.eigvalsh(h)
    return (levels[1] - levels[0]) * HARTREE_TO_CM


def morse(k):
    a = np.sqrt(k / (2 * WELL_DEPTH))
    return WELL_DEPTH * (1 - np.exp(-a * grid)) ** 2


mu_h, mu_d = reduced_mass(M_SI, M_H), reduced_mass(M_SI, M_D)
ratio = np.sqrt(mu_h / mu_d)
nu_d = NU_H * ratio

# Test: two-atom normal modes against the reduced-mass scaling
k = force_constant(M_SI, M_H)
nu_d_hessian, share_d = stretch_mode(k, M_SI, M_D)
share_h = stretch_mode(k, M_SI, M_H)[1]
assert abs(nu_d_hessian - nu_d) < 1e-6
assert abs(nu_d_hessian - 1510) < 1
assert abs(k - mu_h * U_TO_ME * (NU_H / HARTREE_TO_CM) ** 2) < 1e-9
assert abs(ratio**2 - 15 / 29) < 1e-12

# Test: silicon's share of the kinetic energy is m/(M + m)
assert abs(share_h - 1 / 29) < 1e-9
assert abs(share_d - 2 / 30) < 1e-9

# Test: a very heavy silicon atom gives the ratio 1/sqrt(2)
heavy = 1e7
k_heavy = force_constant(heavy, M_H)
nu_d_heavy = stretch_mode(k_heavy, heavy, M_D)[0]
nu_d_fixed = NU_H / np.sqrt(2)
assert abs(nu_d_heavy - nu_d_fixed) < 1e-2
assert nu_d_fixed < nu_d

# Test: the two-particle kinetic energy separates with the reduced mass
x1, x2, P, p = sp.symbols("x1 x2 P p", real=True)
M, m = sp.symbols("M m", positive=True)
wave = sp.exp(sp.I * (P * (M * x1 + m * x2) / (M + m) + p * (x2 - x1)))
kinetic = -sp.diff(wave, x1, 2) / (2 * M) - sp.diff(wave, x2, 2) / (2 * m)
separated = P**2 / (2 * (M + m)) + p**2 * (M + m) / (2 * M * m)
assert sp.simplify(kinetic / wave - separated) == 0

# Test: the quantum of the relative motion equals the classical frequency
spring = 0.5 * k * grid**2
grid_h, grid_d = fundamental(spring, mu_h), fundamental(spring, mu_d)
assert abs(grid_h - NU_H) < 0.01
assert abs(grid_d - nu_d_hessian) < 0.01

# Variation: accurate isotope masses (nucleus plus one electron)
electron_u = const.value("electron mass in u")
m_h_acc = const.value("proton mass in u") + electron_u
m_d_acc = const.value("deuteron mass in u") + electron_u
k_acc = force_constant(M_SI, m_h_acc)
nu_d_acc = stretch_mode(k_acc, M_SI, m_d_acc)[0]
assert abs(nu_d_acc - nu_d) < 2

# Variation: anharmonic well with its hydrogen fundamental at NU_H
k_morse = brentq(lambda q: fundamental(morse(q), mu_h) - NU_H,
                 0.9 * k, 1.4 * k, xtol=1e-12)
morse_h = fundamental(morse(k_morse), mu_h)
morse_d = fundamental(morse(k_morse), mu_d)
for mu, found in ((mu_h, morse_h), (mu_d, morse_d)):
    w = np.sqrt(k_morse / (mu * U_TO_ME))
    known = (w - w**2 / (2 * WELL_DEPTH)) * HARTREE_TO_CM
    assert abs(found - known) < 0.02
assert morse_d > nu_d

print(f"Silicon mass: {M_SI:.0f} u")
print(f"Hydrogen mass: {M_H:.0f} u")
print(f"Deuterium mass: {M_D:.0f} u")
print(f"Given Si-H stretch: {NU_H:.0f} cm^-1")
print(f"Reduced mass Si-H: {mu_h:.4f} u")
print(f"Reduced mass Si-D: {mu_d:.4f} u")
print(f"Reduced-mass ratio H/D: {mu_h / mu_d:.4f}")
print(f"Wavenumber ratio D/H: {ratio:.4f}")
print(f"Si-D stretch, formula: {nu_d:.1f} cm^-1")
print(f"Si-D stretch, Hessian: {nu_d_hessian:.1f} cm^-1")
print(f"Lowering of the stretch: {NU_H - nu_d:.1f} cm^-1")
print(f"Force constant: {k:.4f} hartree/bohr^2")
print(f"Si-H quantum, spring on grid: {grid_h:.1f} cm^-1")
print(f"Si-D quantum, spring on grid: {grid_d:.1f} cm^-1")
print(f"Ratio for immobile silicon: {1 / np.sqrt(2):.4f}")
print(f"Si-D stretch, immobile silicon: {nu_d_fixed:.1f} cm^-1")
print(f"Silicon kinetic share, Si-H: {100 * share_h:.2f} percent")
print(f"Silicon kinetic share, Si-D: {100 * share_d:.2f} percent")
print(f"Accurate hydrogen mass: {m_h_acc:.5f} u")
print(f"Accurate deuterium mass: {m_d_acc:.5f} u")
print(f"Si-D stretch, accurate masses: {nu_d_acc:.1f} cm^-1")
print(f"Morse model depth: {WELL_DEPTH:.2f} hartree")
print(f"Morse curvature: {k_morse:.4f} hartree/bohr^2")
print(f"Morse Si-H fundamental: {morse_h:.1f} cm^-1")
print(f"Morse Si-D fundamental: {morse_d:.1f} cm^-1")
print(f"Morse minus harmonic, Si-D: {morse_d - nu_d:.1f} cm^-1")
print("OK")
```

Printed output:

```
Silicon mass: 28 u
Hydrogen mass: 1 u
Deuterium mass: 2 u
Given Si-H stretch: 2100 cm^-1
Reduced mass Si-H: 0.9655 u
Reduced mass Si-D: 1.8667 u
Reduced-mass ratio H/D: 0.5172
Wavenumber ratio D/H: 0.7192
Si-D stretch, formula: 1510.3 cm^-1
Si-D stretch, Hessian: 1510.3 cm^-1
Lowering of the stretch: 589.7 cm^-1
Force constant: 0.1611 hartree/bohr^2
Si-H quantum, spring on grid: 2100.0 cm^-1
Si-D quantum, spring on grid: 1510.3 cm^-1
Ratio for immobile silicon: 0.7071
Si-D stretch, immobile silicon: 1484.9 cm^-1
Silicon kinetic share, Si-H: 3.45 percent
Silicon kinetic share, Si-D: 6.67 percent
Accurate hydrogen mass: 1.00783 u
Accurate deuterium mass: 2.01410 u
Si-D stretch, accurate masses: 1511.0 cm^-1
Morse model depth: 0.13 hartree
Morse curvature: 0.1742 hartree/bohr^2
Morse Si-H fundamental: 2100.0 cm^-1
Morse Si-D fundamental: 1527.2 cm^-1
Morse minus harmonic, Si-D: 16.9 cm^-1
OK
```
